# Gunn Domains: Space-Charge Growth, the nL Criterion and Equal Areas

## 1. A charge sheet between two uniform fields

Take a semiconductor with uniform donor density $n_0$, in which electrons of charge $-q$ drift along $+x$ with speed $v(E)$. Here $E>0$ is minus the $x$-component of the electric field, so that a larger $E$ pushes electrons harder towards $+x$. Let the field be $E_0$ to the left of a thin sheet and $E_0+e$ to its right, with $e$ small. Both sides are neutral, with electron density $n_0$. By Gauss's law the sheet holds $N=\varepsilon e/q$ excess electrons per unit area, where $\varepsilon$ is the permittivity.

If the sheet moves at speed $c$, electrons enter it from the left at the rate $n_0[v(E_0)-c]$ and leave on the right at the rate $n_0[v(E_0+e)-c]$, per unit area. The speed $c$ cancels in the difference:

$$\frac{dN}{dt}=n_0[v(E_0)-v(E_0+e)]\simeq-n_0\mu' e=-\frac{qn_0\mu'}{\varepsilon}N,\qquad \mu'=\frac{dv}{dE}\bigg|_{E_0}. \tag{1}$$

For $\mu'>0$ electrons leave faster than they arrive, and the excess decays by dielectric relaxation. For $\mu'<0$ the higher field ahead of the sheet makes electrons slower there, more arrive than leave, and the excess grows exponentially. Three questions remain: what diffusion does to this growth, how long a device must be for the growth to matter, and what state the growth leads to.

## 2. The transport equation

Assume one space dimension, no trapping or generation, a velocity that follows the local field instantly, and a diffusion coefficient $D$ independent of field. The instantaneous response fails when fields change within the time or distance over which the electron distribution adjusts.

The physical field is $-E$ and the charge density is $q(n_0-n)$, so Poisson's equation reads

$$\frac{\partial E}{\partial x}=\frac{q}{\varepsilon}(n-n_0). \tag{2}$$

The particle flux is $nv-D\,\partial n/\partial x$, and continuity gives

$$\frac{\partial n}{\partial t}+\frac{\partial}{\partial x}\left[nv(E)-D\frac{\partial n}{\partial x}\right]=0. \tag{3}$$

By (2), $\partial n/\partial t=(\varepsilon/q)\,\partial^2E/\partial x\partial t$. Equation (3) therefore says that the $x$-derivative of the total current density

$$J(t)=qnv(E)-qD\frac{\partial n}{\partial x}+\varepsilon\frac{\partial E}{\partial t} \tag{4}$$

vanishes, so $J$ depends on time alone. It is counted positive when electrons flow along $+x$. Insert $n=n_0+(\varepsilon/q)\,\partial E/\partial x$ in (4) and divide by $\varepsilon$:

$$\frac{\partial E}{\partial t}=\frac{J(t)}{\varepsilon}-v(E)\left[\frac{\partial E}{\partial x}+\frac{qn_0}{\varepsilon}\right]+D\frac{\partial^2E}{\partial x^2}. \tag{5}$$

## 3. Growth of a small disturbance

A uniform field $E_0$ with $J_0=qn_0v_0$ and $v_0=v(E_0)$ solves (5). Set $E=E_0+e(x,t)$ and $J=J_0+\delta J(t)$, expand $v(E)\simeq v_0+\mu'e$, and drop the product $\mu'e\,\partial e/\partial x$, which is of second order:

$$\frac{\partial e}{\partial t}=\frac{\delta J}{\varepsilon}-v_0\frac{\partial e}{\partial x}+\gamma e+D\frac{\partial^2e}{\partial x^2},\qquad \gamma=-\frac{qn_0\mu'}{\varepsilon}. \tag{6}$$

Differentiating with respect to $x$ removes $\delta J$. Since $\partial e/\partial x=q\,\delta n/\varepsilon$, the density disturbance obeys

$$\frac{\partial\delta n}{\partial t}+v_0\frac{\partial\delta n}{\partial x}=\gamma\,\delta n+D\frac{\partial^2\delta n}{\partial x^2}. \tag{7}$$

For $\delta n\propto e^{ikx+st}$ this gives

$$s=-ikv_0+\gamma-Dk^2. \tag{8}$$

The ripple drifts at $v_0$ and its amplitude changes at the rate $\gamma-Dk^2$. The first part is the result of (1). Diffusion smooths short waves, and for $\gamma>0$ growth requires a wavelength longer than

$$\lambda_c=2\pi\sqrt{D/\gamma}. \tag{9}$$

**Numbers.** The example uses round model parameters, with

$$v(E)=\frac{\mu E+v_s(E/E_c)^4}{1+(E/E_c)^4}, \tag{10}$$

$\mu=8000$ cm²/(V s), $E_c=4$ kV/cm, $v_s=0.8\times10^7$ cm/s, relative permittivity 13, $D=200$ cm²/s and $n_0=10^{15}$ cm⁻³. The velocity peaks at $2.06\times10^7$ cm/s for $E_p=3.44$ kV/cm. At 5 kV/cm, $v_0=1.730\times10^7$ cm/s and $\mu'=-2953$ cm²/(V s), which give $\gamma=0.411$ ps⁻¹ and a growth time of 2.4 ps. From (9),

$$\lambda_c=2\pi\sqrt{\frac{200\ \text{cm}^2/\text{s}}{4.11\times10^{11}\ \text{s}^{-1}}}=1.39\times10^{-4}\ \text{cm}=1.39\ \mu\text{m}.$$

In the numerical solution of (5), a ripple of wavelength 2 µm grows at 0.214 ps⁻¹, while one of 1 µm decays at 0.379 ps⁻¹, both as (8) requires.

## 4. The nL criterion

### The estimate

In a device of length $L$ a disturbance drifts from cathode to anode in the time $L/v_0$. Without diffusion its amplitude is multiplied by $e^G$ on the way, with

$$G=\frac{\gamma L}{v_0}=\frac{q|\mu'|}{\varepsilon v_0}\,n_0L\qquad(\mu'<0). \tag{11}$$

For $G\ll1$ the charge leaves before it has grown appreciably. Kroemer's criterion asks for $G$ of order one or more, hence for a sufficient product of doping and length:

$$n_0L\gtrsim\frac{\varepsilon v_0}{q|\mu'|}. \tag{12}$$

This estimate describes amplification of a passing disturbance. Without diffusion, sustained oscillation also needs feedback from anode to cathode, because at fixed current and fixed cathode field every disturbance leaves through the anode. A fixed voltage supplies it: when charge in transit changes the field in one part of the device, the field elsewhere must change oppositely, and the uniform current $\delta J(t)$ carries this adjustment to the cathode.

Diffusion can make feedback unnecessary for growth. A pulse obeying (7) spreads as a Gaussian while it drifts, and at a fixed position its late amplitude varies as $\exp[(\gamma-v_0^2/4D)t]$, apart from a power of $t$. If $\gamma>v_0^2/4D$, a disturbance in a sufficiently long device therefore grows in place even at fixed current. The example of section 3 is just inside this regime, with $v_0^2/4D=0.374$ ps⁻¹ against $\gamma=0.411$ ps⁻¹. The 100 µm diode treated below is far outside it, since its much lower doping gives $\gamma\approx0.004$ ps⁻¹ at threshold.

### The threshold for a definite diode

Let the cathode hold the field at $E_0$, so $e(0,t)=0$, and let the voltage be fixed at $E_0L$, so $\int_0^Le\,dx=0$. Neglect diffusion. The uniform field is then a steady state of the diode. For a mode proportional to $e^{st}$, equation (6) becomes, with $\xi=x/L$,

$$\frac{de}{d\xi}+ae=b,\qquad a=\frac{(s-\gamma)L}{v_0},\qquad b=\frac{\delta J\,L}{\varepsilon v_0}. \tag{13}$$

If $b=0$, the condition $e(0)=0$ gives $e=0$ everywhere, so a mode has $b\ne0$. If $a=0$, then $e=b\xi$, whose integral $b/2$ violates the voltage condition. For $a\neq0$,

$$e=\frac ba\left(1-e^{-a\xi}\right),\qquad \int_0^1e\,d\xi=\frac ba\left[1-\frac{1-e^{-a}}a\right]=0. \tag{14}$$

Multiplying the bracket by $a$ gives

$$e^{-a}+a-1=0,\qquad a\ne0. \tag{15}$$

Write $a=-(X+iY)$ with real $X$ and $Y$. Then $e^{X+iY}=1+X+iY$, or

$$e^X\cos Y=1+X,\qquad e^X\sin Y=Y. \tag{16}$$

From the definition of $a$ in (13), $s=\gamma-(X+iY)v_0/L$. The mode that grows fastest has the smallest $X$, which is found as follows.

- If $Y=0$, then $e^X=1+X$, whose one real solution is the excluded $X=0$. Hence $Y\ne0$. Roots come in complex-conjugate pairs, so take $Y>0$.
- The second of (16) gives $e^X=Y/\sin Y$. It is positive, so $\sin Y>0$, and $\sin Y<Y$ then implies $X>0$.
- The first of (16) now requires $\cos Y>0$. With $\sin Y>0$, this places $Y$ between $2\pi m$ and $2\pi m+\pi/2$, with $m=0,1,2,\dots$
- Dividing the equations gives $1+X=Y\cot Y$. For $0<Y<\pi/2$ the right side is below 1, because $\tan Y>Y$. This contradicts $X>0$, so $m\ge1$.
- Squaring and adding gives $Y^2=e^{2X}-(1+X)^2$. The derivative of the right side is $2(e^{2X}-1-X)>0$ for $X>0$. The smallest $X$ therefore belongs to the smallest $Y$.

It remains to examine $2\pi<Y<5\pi/2$. Eliminating $X$ between $X=\ln(Y/\sin Y)$ and $1+X=Y\cot Y$ gives

$$f(Y)=\ln\frac Y{\sin Y}+1-Y\cot Y=0, \tag{17}$$

$$f'(Y)=\frac1Y-2\cot Y+\frac{Y}{\sin^2Y}=Y+\left(\sqrt Y\cot Y-\frac1{\sqrt Y}\right)^2>0, \tag{18}$$

where $1/\sin^2Y=1+\cot^2Y$ was used. As $Y\to2\pi$ from above, $-Y\cot Y$ outweighs the logarithm and $f\to-\infty$. At $5\pi/2$, $f=1+\ln(5\pi/2)>0$. There is one root, and numerically $X=2.089$, $Y=7.461$. The largest growth rate of any mode is thus

$$\operatorname{Re}s=\gamma-2.089\,\frac{v_0}L, \tag{19}$$

and a growing mode exists if and only if $G>2.089$:

$$n_0L>2.089\,\frac{\varepsilon v_0}{q|\mu'|}. \tag{20}$$

The mode oscillates at the frequency $Yv_0/(2\pi L)=1.19\,v_0/L$, close to the inverse transit time. The factor 2.089 belongs to the boundary conditions stated above. A cathode that does not hold the field at $E_0$ changes (14), and with it the threshold.

### Where $10^{12}$ cm⁻² comes from

The right side of (20) contains $v_0/|\mu'|$, which depends strongly on bias. For the curve (10):

| $E_0$ (kV/cm) | $\lvert\mu'\rvert$ (cm²/V s) | threshold $n_0L$ (cm⁻²) | $G$ at $10^{12}$ cm⁻² |
|---|---|---|---|
| 5 | 2953 | $8.8\times10^{10}$ | 23.8 |
| 10 | 501 | $2.9\times10^{11}$ | 7.1 |
| 15 | 109 | $1.2\times10^{12}$ | 1.8 |

At 5 kV/cm, for instance, $\varepsilon v_0/(q|\mu'|)=4.21\times10^{10}$ cm⁻², and multiplication by 2.089 gives the entry in the table. The lowest threshold found is $8.7\times10^{10}$ cm⁻², near 5.3 kV/cm. Towards higher fields the threshold rises and reaches $10^{12}$ cm⁻² at 14.35 kV/cm, where the negative mobility is weak. Towards lower fields it also rises, passes $10^{12}$ cm⁻² at 3.51 kV/cm, and diverges at the velocity peak, where $\mu'=0$.

The value $10^{12}$ cm⁻² is therefore an order of magnitude and no universal constant. In this model it is the threshold itself for weak negative mobility. For strong negative mobility it lies well above threshold, and the linear exponent is then so large that a small disturbance can leave the linear regime before it reaches the anode. The factor $e^{23.8}$ is a linear estimate without diffusion. It does not give the final size of a disturbance, because the actual growth saturates.

For a diode 100 µm long at 5 kV/cm, the threshold doping is $8.8\times10^{10}/10^{-2}=8.8\times10^{12}$ cm⁻³. The linearized diode equation, solved numerically, gives a growth rate of $-0.361$ ns⁻¹ at 0.9 times this doping and $+0.361$ ns⁻¹ at 1.1 times, with a frequency of 2.05 GHz in both cases.

Diffusion was left out. Its effect can be estimated by assigning the mode the wavenumber $Y/L$. The loss $D(Y/L)^2$, relative to the threshold value $Xv_0/L$ of $\gamma$, is $DY^2/(Xv_0L)=0.03$ here. The ratio varies as $1/L$, so in devices of a few micrometres the product $n_0L$ alone no longer decides.

## 5. The steady domain

### Speed and equal areas

When growth saturates, a region of high field may travel without change of shape through neutral material. Suppose $E$ and $n$ depend on $y=x-ct$ alone, with one field maximum $E_m$, and with $E\to E_r$ and $n\to n_0$ far away on both sides. Write $v_r=v(E_r)$. In (3), $\partial/\partial t=-c\,d/dy$, and one integration gives

$$n(v-c)-D\frac{dn}{dy}=n_0(v_r-c), \tag{21}$$

where the constant is the value far from the domain. Divide by $n$, put $u=n/n_0$, and rearrange:

$$\frac Du\frac{du}{dy}=(v-c)-\frac{v_r-c}u. \tag{22}$$

By (2), $dE/dy=(qn_0/\varepsilon)(u-1)$. The field rises with $y$ where $u>1$ and falls where $u<1$. The domain thus consists of an accumulation layer at the rear and a depletion layer in front. On each of these two branches $u$ is a function of $E$, and $du/dy=(du/dE)(qn_0/\varepsilon)(u-1)$. Equation (22) becomes

$$\Lambda\left(1-\frac1u\right)\frac{du}{dE}=(v-c)-\frac{v_r-c}u,\qquad\Lambda=\frac{qDn_0}\varepsilon. \tag{23}$$

Integrate from $E_r$, where $u=1$:

$$\Lambda(u-\ln u-1)=\int_{E_r}^{E}\left[v(E')-c-\frac{v_r-c}{u(E')}\right]dE'. \tag{24}$$

At the maximum $dE/dy=0$, so $u=1$ again and the left side vanishes. This holds on the accumulation branch $u_+$ and on the depletion branch $u_-$. Subtracting the two conditions removes every term that does not contain $u$:

$$(v_r-c)\int_{E_r}^{E_m}\left(\frac1{u_+}-\frac1{u_-}\right)dE=0. \tag{25}$$

Since $u_+>1>u_-$, the integrand is negative throughout and the integral cannot vanish. Therefore

$$c=v(E_r), \tag{26}$$

and (24) at $E=E_m$ reduces to Butcher's equal-areas rule:

$$\int_{E_r}^{E_m}[v(E)-v(E_r)]\,dE=0. \tag{27}$$

In a plot of $v$ against $E$, the horizontal line at height $v_r$ cuts off equal areas above and below itself between $E_r$ and $E_m$.

### Which outside fields are possible

With $c=v_r$, (24) becomes

$$\Lambda(u-\ln u-1)=A(E),\qquad A(E)=\int_{E_r}^E[v(E')-v_r]\,dE'. \tag{28}$$

The left side is positive for $u\ne1$, so $A$ must be positive inside the domain. Hence $v$ must first rise above $v_r$, and $E_r$ lies on the rising part of the curve. There $\mu'>0$, so by (8) small ripples in the outside material decay.

For the curve (10) with the given parameters, the sign of $\mu'$ is that of $1+z^3-3z^4$, where $z=E/E_c$. This changes sign once for $z>0$, so there is one maximum, after which $v$ falls towards $v_s$. A solution exists for each $E_r<E_p$ with $v_r>v_s$: $A$ first rises, then falls without limit, and returns to zero once. As $E_r\to E_p$ the domain shrinks to zero amplitude. As $v_r\to v_s$ the peak field grows without limit: the area above the line stays nonzero, while the curve lies below the line by less than $v_r-v_s$, which tends to zero, so an ever longer field interval is needed to balance the areas.

### Why constant diffusion matters

Let $D$ depend on field, and take the diffusive flux as $-\partial(Dn)/\partial x$. The diffusion term in (21) is then $d(Dn)/dy$. After division by $n$ it contributes the further term $-D'(E)(qn_0/\varepsilon)(u-1)$ to the right side of (22) and (23). Divide (23) by $D(E)$ before integrating. The two branch conditions then differ by

$$(v_r-c)\int_{E_r}^{E_m}\frac1D\left(\frac1{u_+}-\frac1{u_-}\right)dE+\frac{qn_0}\varepsilon\int_{E_r}^{E_m}\frac{D'}D(u_+-u_-)\,dE=0. \tag{29}$$

Unless the second integral vanishes, $c\ne v_r$, and (27) does not follow. If the flux is instead modelled as $-D(E)\,\partial n/\partial x$, the second integral is absent and $c=v_r$ survives, but the integrand of (27) is then divided by $D(E)$, so the areas are again not equal in general.

### How the bias selects the domain

The rule (27) gives one domain for each allowed $E_r$. The applied voltage restricts which of them can occur. The domain takes up the excess voltage $V_{ex}=\int(E-E_r)\,dy$. Changing the variable from $y$ to $E$ on each branch, with $|dE/dy|=(qn_0/\varepsilon)|u-1|$, gives

$$V_{ex}(E_r)=\frac\varepsilon{qn_0}\int_{E_r}^{E_m}(E-E_r)\left[\frac1{u_+-1}+\frac1{1-u_-}\right]dE, \tag{30}$$

where $u_\pm$ are the two roots of (28). For mean field $E_0$ and a length $L$ well above the domain width,

$$E_rL+V_{ex}(E_r)=E_0L. \tag{31}$$

The solution of (31) need not be unique. Its left side grows without limit as $v_r\to v_s$ and tends to $E_pL$ as $E_r\to E_p$, where $V_{ex}\to0$. For $E_0>E_p$ equation (31) therefore has at least one solution. It describes a domain in the device only if the domain is much narrower than $L$, which fails near both ends of the range. As $v_r\to v_s$ the peak field grows without limit while the slope of the field in the depletion layer cannot exceed $qn_0/\varepsilon$ in magnitude, so the domain widens. As $E_r\to E_p$ it widens because $\mu'$ at $E_r$ tends to zero and the field approaches $E_r$ ever more slowly with distance. For $E_0<E_p$ the left side exceeds $E_0L$ at both ends of the range, so solutions come in pairs or are absent. With $L=10$ µm, for instance, $E_0=3$ kV/cm admits $E_r\approx1.8$ and $2.8$ kV/cm, while $E_0=2.5$ kV/cm admits none; which of two solutions is realized, if either, depends on stability and on the initial disturbance, since for $E_0<E_p$ small ripples of the uniform field decay.

Outside the domain $n=n_0$ and the field is steady, so (4) gives $J=qn_0v_r$.

### A domain on a ring

To separate the domain from contact effects, close a length of 10 µm into a ring with its mean field fixed at 5 kV/cm. The ring keeps the voltage condition but has no cathode, so (20) does not apply. Its uniform state is unstable if $L>\lambda_c$, which holds here.

Solving (27), (30) and (31) gives $E_r=1.447$ kV/cm, $E_m=20.15$ kV/cm and $c=1.152\times10^7$ cm/s. The voltage balance is

$$V_{ex}=(5-1.447)\ \text{kV/cm}\times10^{-3}\ \text{cm}=3.55\ \text{V}.$$

The density extremes occur where $A$ is largest, at 7.80 kV/cm, where $v$ has fallen back to $v_r$. There $A=3.08\times10^{10}$ V/s. Since $qn_0/\varepsilon=\gamma/|\mu'|$,

$$\Lambda=\frac{D\gamma}{|\mu'|}=\frac{200\times4.11\times10^{11}}{2953}\ \text{V/s}=2.78\times10^{10}\ \text{V/s},$$

and (28) becomes $u-\ln u-1=1.11$. Its roots are $u_+=3.30$ and $u_-=0.140$: the rear layer holds up to 3.3 times the doping density, and the front layer is depleted to 14 per cent of it. The current density falls from 2.77 kA/cm² in the uniform state to 1.85 kA/cm² with the domain, in the ratio $v_r/v_0=0.67$.

The derivation assumes a steady domain and does not prove that one is stable. Equation (5) was therefore integrated for 310 ps from a nearly uniform field with a local bump of 0.50 kV/cm. One domain emerged. Its outside field, peak field, speed, density extremes and current agree with the values above to the digits given, and the two areas computed from its fields are $3.080\times10^{10}$ and $-3.080\times10^{10}$ V/s. The density maximum travels 0.83 µm behind the field maximum. For this ring and this initial disturbance, the equal-areas domain is thus the state that is reached. Other circuits and disturbances need their own stability analysis.

## Calculated quantities

```
low-field mobility: 8000 cm^2/(V s)
E_c: 4.0 kV/cm; v_s: 8.00e+06 cm/s
relative permittivity: 13; D: 200 cm^2/s
doping n0: 1.0e+15 cm^-3
velocity peak: 2.0618e+07 cm/s at 3.436 kV/cm
growth rate at 5 kV/cm, k=0: 0.4110 ps^-1
growth time: 2.433 ps
cutoff wavelength: 1.386 um
ripple E=5 kV/cm, wavelength 10 um: rate measured 0.40309, law 0.40309 ps^-1
ripple E=5 kV/cm, wavelength 2 um: rate measured 0.21359, law 0.21359 ps^-1
ripple E=5 kV/cm, wavelength 1 um: rate measured -0.37858, law -0.37858 ps^-1
ripple E=2 kV/cm, wavelength 2 um: rate measured -1.12214, law -1.12214 ps^-1
threshold root: X = 2.08884, Y = 7.46149
E=5 kV/cm: v=1.730e+07 cm/s, v'=-2952.6 cm^2/(V s)
  nL for G=1: 4.209e+10 cm^-2; threshold nL: 8.792e+10 cm^-2
  exponent G at nL=1e12 cm^-2: 23.76
E=10 kV/cm: v=9.797e+06 cm/s, v'=-501.2 cm^2/(V s)
  nL for G=1: 1.404e+11 cm^-2; threshold nL: 2.933e+11 cm^-2
  exponent G at nL=1e12 cm^-2: 7.12
E=15 kV/cm: v=8.564e+06 cm/s, v'=-109.3 cm^2/(V s)
  nL for G=1: 5.631e+11 cm^-2; threshold nL: 1.176e+12 cm^-2
  exponent G at nL=1e12 cm^-2: 1.78
lowest threshold nL: 8.672e+10 cm^-2 at 5.27 kV/cm
threshold nL equals 1e12 cm^-2 at 14.35 kV/cm
diode length: 100 um; threshold doping at 5 kV/cm: 8.792e+12 cm^-3
diode at 0.9 x threshold: growth rate -0.3613 ns^-1, frequency 2.0543 GHz
diode at 1.1 x threshold: growth rate 0.3613 ns^-1, frequency 2.0543 GHz
estimated diffusive loss / threshold growth rate: 0.0308
ring length: 10 um; mean field: 5.0 kV/cm; n0 L: 1.0e+12 cm^-2
initial bump height: 0.50 kV/cm; evolution time: 310 ps
outside field: rule 1.44707, evolution 1.44706 kV/cm
peak field: rule 20.1481, evolution 20.1481 kV/cm
field where v falls back to v_r: 7.802 kV/cm
domain speed: rule 1.15163e+07, evolution 1.15163e+07 cm/s
areas from evolved fields: 3.07971e+10 and -3.07965e+10 V/s
largest n/n0: rule 3.3003, evolution 3.3001
smallest n/n0: rule 0.13998, evolution 0.13996
accumulation maximum lies 0.834 um behind field peak
excess voltage: rule 3.5529, evolution 3.5529 V
current density, uniform state: 2.7715 kA/cm^2
current density with domain: rule 1.8451, evolution 1.8451 kA/cm^2
```
